# Laporte's Rule Restricts Parity, Not the Change in L

## The argument under review

The author considers an atom with two electrons outside closed shells. An emission line has been assigned to the transition from the term $^3P$ of the configuration $ps$ to the term $^3P$ of $p^2$. The author rejects this assignment, for the following reasons.

1. Electric-dipole radiation requires a change of parity. This is Laporte's rule.
2. A state with orbital quantum number $L$ has the angular dependence of $Y_{LM}$, and hence parity $(-1)^L$.
3. Parity therefore changes only if $L$ changes by an odd number. As the photon carries one unit of angular momentum, $\Delta L=\pm1$.
4. Both terms have $L=1$, so the line is forbidden.

Is the line forbidden? The four statements have to be examined separately, since they do not stand or fall together.

I neglect spin-orbit coupling at first, so that $L$ and the total spin $S$ are good quantum numbers. I also take each term to belong to a single configuration. Both restrictions are lifted later.

## Statement 1: the parity rule

When the wavelength is much longer than the atom, the leading coupling to light is through the electric dipole. Measured in units of the Bohr radius $a_0$, the relevant operator is the sum of the electron positions,

$$\mathbf D=\sum_i \mathbf r_i .$$

Let $\Pi$ be inversion through the nucleus, which replaces every $\mathbf r_i$ by $-\mathbf r_i$. Then $\Pi^2=1$ and $\Pi\mathbf D\Pi=-\mathbf D$. Let the initial and final states have parities $\eta_i$ and $\eta_f$, each equal to $+1$ or $-1$. Inserting $\Pi^2=1$ on both sides of $\mathbf D$ gives

$$\langle f|\mathbf D|i\rangle
=\langle f|\Pi\,(\Pi\mathbf D\Pi)\,\Pi|i\rangle
=-\eta_f\eta_i\langle f|\mathbf D|i\rangle .$$

If $\eta_f=\eta_i$, the amplitude equals its own negative and vanishes. Statement 1 is correct. Its derivation does not mention $L$.

## Statement 2: where the argument fails

For one electron the statement holds. The function $r^lY_{lm}$ is a homogeneous polynomial of degree $l$ in $x,y,z$, so reversing the position multiplies it by $(-1)^l$. One electron outside closed shells has $L=l$, and its parity is indeed $(-1)^L$.

For several electrons, a configuration is built from Slater determinants. Each product in the expansion of a determinant contains every occupied orbital once. Inversion multiplies each product by the same factor, so the whole determinant has parity

$$\eta=\prod_i(-1)^{l_i}=(-1)^{\sum_i l_i}.$$

Every term of the configuration is a combination of such determinants and has this same parity. A closed shell contains $2(2l+1)$ electrons, an even number, and contributes a factor $+1$. Only open shells need to be counted.

The number $L$ answers a different question: how the individual orbital momenta are coupled. The configuration $p^2$ shows the difference. A $p$ orbital is a component of $\mathbf r$ times a function of $r$. From two such vectors one can form three kinds of product:

- the scalar $\mathbf r_1\cdot\mathbf r_2$, with $L=0$;
- the vector $\mathbf r_1\times\mathbf r_2$, with $L=1$;
- the symmetric traceless tensor, with $L=2$.

The first and third are symmetric under exchange of the electrons and need the antisymmetric spin singlet. The second is antisymmetric and needs the symmetric triplet. The terms are therefore $^1S$, $^3P$ and $^1D$, with $1+9+5=15$ states. This equals the number of ways to place two electrons in six $p$ spin orbitals.

Now invert both positions in the $^3P$ function:

$$(-\mathbf r_1)\times(-\mathbf r_2)=\mathbf r_1\times\mathbf r_2 .$$

The state has $L=1$ and even parity. It rotates as a vector, as $Y_{1M}$ does, but it is not a function of one direction, and its behaviour under inversion is not that of $Y_{1M}$. Behaviour under rotation does not fix behaviour under inversion.

In $ps$ there is one $p$ electron, so $\sum l_i=1$ and both terms, $^1P$ and $^3P$, are odd. The disputed line joins an odd term to an even one. Laporte's rule permits it.

## Statement 3: what angular momentum requires

Parity is not the only condition, so the remaining part of statement 3 must be examined. Let $U$ be a rotation of the electron positions, and let $D_q$, with $q=-1,0,1$, be the spherical components of $\mathbf D$. Then

$$U D_q|LM\rangle=(U D_qU^\dagger)\,(U|LM\rangle).$$

The first factor mixes the three components of a vector, which is how states of angular momentum 1 rotate. The second mixes the states of angular momentum $L$. The set $D_q|LM\rangle$ thus rotates like a product of angular momenta 1 and $L$. By the addition of angular momenta it can contain only

$$L'=L-1,\;L,\;L+1\quad(L>0),\qquad L'=1\quad(L=0).$$

States with different $L'$ are orthogonal, so a final state with any other value has zero amplitude. Hence $\Delta L=0,\pm1$, with $L=0\to L'=0$ excluded. Since $\mathbf D$ does not act on spin, $\Delta S=0$ as well.

One unit of angular momentum carried by the photon does not force the length of the atomic angular momentum to change. Two vectors of equal length can differ by a third vector if their directions differ. For $L=0$ there is no direction to change, which is why that case is excluded.

The origin of $\Delta L=\pm1$ is now visible. For one electron, rotation allows $l'=l-1,l,l+1$, and parity removes $l'=l$. What remains is $\Delta l=\pm1$. If all other electrons are in closed shells, or if the only other open-shell electron is an $s$ electron that stays where it is, then $L=l$ before and after the jump, and $\Delta L=\pm1$ follows.

The condition that the $s$ electron stays is essential. In $ps\to p^2$ it is the $s$ electron that jumps, while a $p$ electron looks on. The jumping electron has $\Delta l=+1$, but its new orbital momentum is coupled to that of the spectator, and the total can remain $L=1$.

## Statement 4: the amplitude itself

Selection rules are necessary conditions. To show that the line really is allowed, one needs a nonzero amplitude. I use one orthonormal set of orbitals for both configurations. Write $p_m$ for the $p$ orbital with magnetic quantum number $m$, and take both spins up:

$$|i\rangle=|p_1{\uparrow}\;s{\uparrow}|,\qquad
|f\rangle=|p_1{\uparrow}\;p_0{\uparrow}| .$$

Two parallel spins mean $S=1$. Each configuration has just one triplet term, so these determinants belong to $^3P$ of $ps$ and $^3P$ of $p^2$.

A normalized two-electron determinant is $[a(1)b(2)-b(1)a(2)]/\sqrt2$. The operator $z_1+z_2$ treats both electrons alike, so its matrix element between determinants of $a,b$ and $a,c$ is

$$\langle a|z|a\rangle\langle b|c\rangle+\langle a|a\rangle\langle b|z|c\rangle
-\langle a|z|c\rangle\langle b|a\rangle-\langle a|c\rangle\langle b|z|a\rangle .$$

Here $a=p_1$, $b=p_0$ and $c=s$. The orbitals are orthonormal, so only the second product survives:

$$\langle f|D_z|i\rangle=\langle p_0|z|s\rangle .$$

With real radial functions $u_p(r)$ and $u_s(r)$, normalized with weight $r^2$, define $R=\int_0^\infty u_p\,r\,u_s\,r^2dr$. The angular functions are $Y_{00}=1/\sqrt{4\pi}$ and $Y_{10}=\sqrt{3/4\pi}\cos\theta$, and $z=r\cos\theta$. Therefore

$$\langle p_0|z|s\rangle
=R\,\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega
=R\,\frac{\sqrt3}{4\pi}\,\frac{4\pi}{3}
=\frac{R}{\sqrt3}\approx0.577\,R .$$

This is not zero unless the radial integral happens to vanish. A transition with $\Delta L=0$ has been exhibited, and statement 4 is false.

## Is the line merely weak?

The author might reply that one nonzero amplitude says little about the intensity. The line strength settles this. It is the sum over all states of both terms and over the three components of $\mathbf D$:

$$\mathcal S=\sum_{i,f}\sum_{k=x,y,z}|\langle f|D_k|i\rangle|^2 .$$

It is the same in both directions, and it is easier to start from $p^2$. Use the real orbitals $p_x,p_y,p_z$. The integral above and the equivalence of the axes give $\langle s|r_k|p_j\rangle=\delta_{kj}R/\sqrt3$. The part of $D_k$ that leads from $p^2$ to $ps$ removes an electron from $p_k$ and puts it into $s$ with the same spin $\sigma$:

$$T_k=\frac{R}{\sqrt3}\sum_\sigma s_\sigma^\dagger p_{k\sigma}.$$

Here $p_{k\sigma}$ removes an electron from the named orbital and $s^\dagger_\sigma$ creates one. For a normalized state $|\psi\rangle$ of $p^2$, the sum over all final $ps$ states is the squared length of $T_k|\psi\rangle$:

$$\langle\psi|T_k^\dagger T_k|\psi\rangle
=\frac{R^2}{3}\sum_{\sigma\sigma'}
\langle\psi|p^\dagger_{k\sigma'}s_{\sigma'}s^\dagger_\sigma p_{k\sigma}|\psi\rangle .$$

The $s$ shell is empty in $p^2$. Creating an electron with spin $\sigma$ and removing one with spin $\sigma'$ gives $\delta_{\sigma\sigma'}$. What is left is the number operator $p^\dagger_{k\sigma}p_{k\sigma}$. Summed over $k$ and $\sigma$, it counts the two $p$ electrons, so

$$\sum_k\langle\psi|T_k^\dagger T_k|\psi\rangle=\frac{2R^2}{3}.$$

Every state of $p^2$ has this total strength to $ps$, whatever its $L$. A term with $g$ states has

$$\mathcal S=\frac23\,g\,R^2 .$$

The spin rule decides where the strength goes. The singlets $^1S$ and $^1D$ connect to $^1P$, with strengths $0.667R^2$ and $3.333R^2$. The triplet $^3P$, with $g=9$, can connect only to $^3P$, with strength $6R^2$. All the strength between the $p^2$ triplet and $ps$ lies in the line that the author calls forbidden. A numerical calculation with all determinants of both configurations confirms these values.

## A rate for the disputed line

A model atom shows what this strength means for a lifetime. Take $R=2.0\,a_0$ and a photon energy of $6.0$ eV. These are chosen round values, not those of a particular element.

The rate follows from Fermi's golden rule. An electron has charge $-e$, so the coupling to the electric field $\mathbf E$ at the nucleus is $ea_0\mathbf D\cdot\mathbf E$. For emission of one photon with polarization $\boldsymbol\epsilon$ into a box of volume $V$, the squared matrix element is

$$\frac{\hbar\omega}{2\epsilon_0V}\,e^2a_0^2\,|\boldsymbol\epsilon^*\cdot\mathbf D_{fi}|^2 ,$$

where $\mathbf D_{fi}=\langle f|\mathbf D|i\rangle$. The number of photon modes per unit energy in the solid angle $d\Omega$ is $V\omega^2d\Omega/(8\pi^3\hbar c^3)$ for each polarization. Multiplying the two factors by $2\pi/\hbar$ gives

$$dA=\frac{\omega^3e^2a_0^2}{8\pi^2\epsilon_0\hbar c^3}
|\boldsymbol\epsilon^*\cdot\mathbf D_{fi}|^2\,d\Omega .$$

The two polarizations are perpendicular to the direction of emission $\mathbf n$. Their sum is $|\mathbf D_{fi}|^2-|\mathbf n\cdot\mathbf D_{fi}|^2$. The average of $n_jn_k$ over directions is $\delta_{jk}/3$, so the angular integral is $4\pi(1-\tfrac13)|\mathbf D_{fi}|^2=(8\pi/3)|\mathbf D_{fi}|^2$. Summing over the lower states and averaging over the $g_u$ upper states gives

$$A=\frac{\omega^3e^2a_0^2}{3\pi\epsilon_0\hbar c^3}\,
\frac{\mathcal S}{g_u},$$

with $\mathcal S$ in units of $a_0^2$. In the example,

$$\mathcal S=6\times(2.0)^2=24\,a_0^2,\qquad
\frac{\mathcal S}{g_u}=\frac{24}{9}=2.667\,a_0^2 .$$

The second number can be checked by counting. In the upper state $|p_1{\uparrow}\;s{\uparrow}|$ the $s$ electron can fall into $p_0{\uparrow}$ or $p_{-1}{\uparrow}$, each with strength $R^2/3$. The third orbital, $p_1{\uparrow}$, is occupied. The total is $2R^2/3=2.667\,a_0^2$.

The photon energy corresponds to $\omega=9.116\times10^{15}$ s$^{-1}$ and a wavelength of $206.6$ nm. Inserting these values gives

$$A=6.12\times10^8\ \text{s}^{-1},\qquad
\tau=\frac1A=1.63\ \text{ns}.$$

This is the lifetime if no other decay channel is open. The rate scales as $\omega^3R^2$, so a small photon energy or a small radial integral can make such a line weak. The equality of the two $L$ values does not.

## The converse error

The author's rule also admits transitions whose electric-dipole amplitude is zero. Let $p'$ be a second $p$ shell, and consider $p^2\,{}^1D\to pp'\,{}^1P$. Here $\Delta L=-1$ and $\Delta S=0$, so the rule would allow it. But $\sum l_i=2$ on both sides, both terms are even, and the dipole amplitude vanishes.

Nor is a change of parity sufficient. The three-electron configurations $p^2p'$ (odd) and $pp's$ (even) allow the rotational rule to be tested with parity out of the way. The computed strengths, summed over all terms with the same label, are:

- $^2S\to{}^2S$: $0$, since $L=0\to0$ is excluded;
- $^2S\to{}^2P$: $1.333\,R^2$;
- $^2P\to{}^2P$: $4.000\,R^2$, again with $\Delta L=0$;
- $^2F\to{}^2P$: $0$, since $|\Delta L|=2$.

Parity and rotation are separate conditions, and an electric-dipole line must satisfy both.

## What survives in a real atom

**Configuration mixing.** The repulsion between electrons depends on the distances $|\mathbf r_i-\mathbf r_j|$, which inversion leaves unchanged. It therefore cannot mix states of opposite parity. It can mix configurations whose sums $\sum l_i$ differ by an even number, such as $s^2$ and $p^2$. The sum itself is then no longer sharp, but whether it is even or odd still is.

The rule that one electron jumps with $\Delta l=\pm1$ is less robust. It holds for pure configurations built from a common orthonormal set, because $\mathbf D$ is a sum of one-electron operators and cannot replace two orbitals at once. Thus a pure $s^2$ state has no dipole amplitude to $pd$.

A small model shows the effect of mixing. It has two electrons in one $s$, one $p$ and one $d$ shell, all Gaussian with exponent $1.0\,a_0^{-2}$. The chosen orbital energies are $-2.0$, $-1.0$ and $-0.5$ hartree, and the full Coulomb repulsion within these shells is added. The lowest state is $97.4$ percent $s^2$ and $2.5$ percent $p^2$. Its strength to the $pd$ configuration is $0.052\,a_0^2$, where pure $s^2$ gives zero. The state has $L=0$, and $sd$ has only $L=2$, so the remaining $0.05$ percent is $d^2$. The $p^2$ part reaches $pd$ by a single $p\to d$ jump, and the $d^2$ part by a single $d\to p$ jump. Both lead to the same $^1P$ term of $pd$, so it is their amplitudes that combine, and the quoted strength contains both. The strength to all even states remains zero. An apparent two-electron jump is thus compatible with Laporte's rule.

**Spin-orbit coupling.** A term of the form $\mathbf l\cdot\mathbf s$ is unchanged by inversion, because $\mathbf l=\mathbf r\times\mathbf p$ contains two vectors that both reverse. Parity survives. The separate conservation of $L$ and $S$ does not, and the rules for $\Delta L$ and $\Delta S$ become approximate. If the nucleus has no spin, or its hyperfine coupling to the electrons is neglected, the total electronic angular momentum $J$ is still conserved. The rotation argument, repeated with $J$ in place of $L$, gives $\Delta J=0,\pm1$ with $J=0\to0$ excluded. With a nuclear spin $\mathbf I$, only $\mathbf F=\mathbf I+\mathbf J$ is strictly conserved. Hyperfine mixing can then give a line between two $J=0$ levels of opposite parity a small strength, while the parity rule is untouched.

For the disputed line this has a visible consequence. Both $^3P$ terms have levels $J=0,1,2$. Of the nine pairs, $0\to0$, $0\to2$ and $2\to0$ are excluded, which leaves up to six components.

**Limits of the parity rule.** The rule assumes a Hamiltonian that commutes with inversion, as the electromagnetic Hamiltonian of a free atom does. A static electric field adds a term proportional to $\mathbf D$, which is odd and mixes states of opposite parity. The rule also concerns electric-dipole radiation alone. The magnetic-dipole operator is built from $\mathbf L$ and $\mathbf S$, both unchanged by inversion, and connects states of equal parity. A line forbidden by Laporte's rule need not be absent from a spectrum.

## Recommendation

The objection to the assignment should be withdrawn. Statement 2 should be replaced by $\eta=(-1)^{\sum_i l_i}$ for a configuration, and statement 3 by the two separate conditions on parity and on $L$. If the author still doubts the assignment, the evidence must come from measured properties of the line, such as its wavelengths, intensities, $J$ structure or Zeeman splitting, not from $\Delta L=0$.

## Calculated quantities

```
PARITY FROM INVERSION OF THE WAVE FUNCTION
p^2 1S: L = 0, parity = +1
p^2 3P: L = 1, parity = +1
p^2 1D: L = 2, parity = +1
p s 1P: L = 1, parity = -1
p s 3P: L = 1, parity = -1
LINE STRENGTHS p^2 <-> p s, unit R^2
1S <-> 1P: 0.666667
3P <-> 3P: 6.000000
1D <-> 1P: 3.333333
Explicit 3P-3P z amplitude: 0.577350 R
p^2 1D -> p p' 1P strength: 0.0e+00 R^2
THREE-ELECTRON STRENGTHS p^2 p' -> p p' s, unit R^2
2S -> 2S: 0.000000
2S -> 2P: 1.333333
2P -> 2P: 4.000000
2F -> 2P: 0.000000
WORKED EMISSION: p s 3P -> p^2 3P
Radial integral R: 2.0 a0
Photon energy: 6.0 eV
Wavelength: 206.64 nm
Angular frequency: 9.11560e+15 s^-1
Upper degeneracy: 9 states
Line strength: 24.0000 a0^2
Strength per upper state: 2.66667 a0^2
Emission rate A: 6.1234e+08 s^-1
Single-channel lifetime: 1.6331 ns
CONFIGURATION MIXING MODEL
Gaussian exponent, all shells: 1.0 a0^-2
Orbital energies s, p, d: -2.0, -1.0, -0.5 hartree
s^2 weight: 97.403 percent
p^2 weight: 2.545 percent
Pure s^2 to pd strength: 0.000000 a0^2
Mixed state to pd strength: 0.052275 a0^2
Mixed state to all even states: 0.000000 a0^2
```
